# Coherent image log-slope of equal lines and spaces: eight per order pair: a program that tests the result

```python
"""
Result under test: for a binary mask of equal lines and spaces, on-axis
coherent light and an ideal scalar lens in focus, the normalized image
log-slope at the nominal edge is NILS = w*|d ln I/dx| = 8*N.
p = pitch, w = p/2 = line width (wafer scale), I = image intensity,
N = number of captured pairs of odd diffraction orders,
NA = numerical aperture, wavelength = vacuum wavelength; lengths in nm.
x = 0 is the centre of a clear space; the nominal edge is x = w/2.
Mask orders come from quadrature and slopes from finite differences.
"""
import numpy as np
from scipy.special import sici

NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)


def mask_orders(segments, pitch, highest):
    """Fourier amplitudes of (start, end, transmission) segments."""
    n = np.arange(-highest, highest + 1)
    c = np.zeros(n.size, dtype=complex)
    for start, end, transmission in segments:
        x = 0.5 * (end + start) + 0.5 * (end - start) * NODES
        waves = np.exp(-2j * np.pi * np.outer(n, x) / pitch)
        c += transmission * 0.5 * (end - start) / pitch * (waves @ WEIGHTS)
    return n, c


def image(n, c, pitch):
    """Intensity function of a coherent sum of orders."""
    return lambda x: abs(np.sum(c * np.exp(2j * np.pi * n * x / pitch)))**2


def log_slope(intensity, x, step):
    """Magnitude of a falling edge's log-slope, by central difference."""
    return (np.log(intensity(x - step)) - np.log(intensity(x + step))) / (2 * step)


def binary_orders(pitch, highest):
    return mask_orders([(-pitch / 4, pitch / 4, 1.0)], pitch, highest)


wavelength, pitch = 193.0, 800.0
width, edge, step = pitch / 2, pitch / 4, 1e-5 * pitch


def nils(intensity):
    return width * log_slope(intensity, edge, step)


def pair_count(aperture, period):
    return int(np.floor((aperture * period / wavelength + 1) / 2))


# Order amplitudes, edge intensity and the law itself
n_all, c_all = binary_orders(pitch, 11)
for n, c in zip(n_all, c_all):
    expected = 0.5 if n == 0 else np.sin(n * np.pi / 2) / (n * np.pi)
    assert abs(c - expected) < 1e-12
law = []
for highest in range(0, 11):
    keep = abs(n_all) <= highest
    picture = image(n_all[keep], c_all[keep], pitch)
    pairs = (highest + 1) // 2
    assert abs(picture(edge) - 0.25) < 1e-12
    assert abs(nils(picture) - 8 * pairs) < 1e-4
    if highest % 2 == 1:
        law.append(nils(picture))

print(f"wavelength = {wavelength:.0f} nm, pitch = {pitch:.0f} nm")
print(f"line width = {width:.0f} nm, edge at x = {edge:.0f} nm")
for n in (0, 1, 2, 3):
    print(f"order {n}: amplitude = {c_all[n_all == n][0].real + 0.0:.4f}"
          f", sine of angle = {n * wavelength / pitch:.4f}")
print("NILS for 1 to 5 pairs: " + ", ".join(f"{v:.3f}" for v in law))

# Opening the lens at fixed pitch
for aperture in (0.60, 0.85):
    keep = abs(n_all) * wavelength / pitch <= aperture
    n, c = n_all[keep], c_all[keep]
    pairs = sum(1 for m in n if m > 0 and m % 2 == 1)
    assert pairs == pair_count(aperture, pitch)
    picture = image(n, c, pitch)

    def field(x):
        return np.sum(c * np.exp(2j * np.pi * n * x / pitch)).real

    slope = (field(edge + step) - field(edge - step)) / (2 * step)
    assert abs(slope * pitch + 4 * pairs) < 1e-5
    value = nils(picture)
    log_ratio = np.log(picture(edge - 0.05 * width) / picture(edge + 0.05 * width))
    assert abs(log_ratio / (0.1 * value) - 1) < 0.05
    print(f"NA {aperture:.2f}: pairs = {pairs}, NILS = {value:.3f}")
    print(f"  edge intensity = {picture(edge):.4f}, field slope = {slope:.5f} /nm")
    print(f"  log-slope = {value / width:.5f} /nm")
    print(f"  intensity: space centre {picture(0):.3f}, line centre {picture(width):.4f}")
    print(f"  log dose ratio for +-10% width: {log_ratio:.3f}, "
          f"estimate {0.1 * value:.3f}")
    print(f"  dose ratio for +-10% width = {np.exp(log_ratio):.2f}")

# Pitch dependence and the isolated-edge limit
NA = 0.85


def grating_log_slope(period):
    n, c = binary_orders(period, 45)
    keep = abs(n) * wavelength / period <= NA
    pairs = sum(1 for m in n[keep] if m > 0 and m % 2 == 1)
    assert pairs == pair_count(NA, period)
    value = log_slope(image(n[keep], c[keep], period), period / 4, 1e-6 * period)
    assert abs(value * period / (16 * pairs) - 1) < 1e-4
    return pairs, value


for period in (300.0, 600.0, 800.0, 1200.0):
    pairs, value = grating_log_slope(period)
    print(f"pitch {period:.0f} nm: pairs = {pairs}, log-slope = {value:.5f} /nm")
for m in (1, 3, 5):
    print(f"order {m} enters above pitch {m * wavelength / NA:.1f} nm")


def isolated_edge(x):
    return (0.5 - sici(2 * np.pi * NA * x / wavelength)[0] / np.pi)**2


isolated = log_slope(isolated_edge, 0.0, 1e-3)
assert abs(isolated * wavelength / (8 * NA) - 1) < 1e-6
assert abs(grating_log_slope(40.5 * wavelength / NA)[1] / isolated - 1) < 0.02
print(f"isolated edge: log-slope = {isolated:.5f} /nm")

# Unequal widths: clear space 40% of pitch, its own width and edge used
space = 0.4 * pitch
n, c = mask_orders([(-space / 2, space / 2, 1.0)], pitch, 3)
unequal = []
for highest in (1, 2, 3):
    keep = abs(n) <= highest
    unequal.append(space * log_slope(image(n[keep], c[keep], pitch), space / 2, step))
assert abs(unequal[1] - unequal[0]) > 1
assert abs(unequal[2] - unequal[0] - 8) > 1
print("40% space, orders to 1, 2, 3: NILS = " + ", ".join(f"{v:.2f}" for v in unequal))

# Neglected effects, one at a time, for pitch 800 nm and NA 0.85
keep = abs(n_all) * wavelength / pitch <= NA
n, c = n_all[keep], c_all[keep]
sine = n * wavelength / pitch
cosine = np.sqrt(1 - sine**2)
ideal = image(n, c, pitch)


def source_nils(sigma, points):
    """Incoherent sum over a uniform disk source of radius sigma*NA."""
    axis = (2 * (np.arange(points) + 0.5) / points - 1) * sigma * NA
    sx, sy = np.meshgrid(axis, axis)
    inside = sx**2 + sy**2 <= (sigma * NA)**2
    sx, sy = sx[inside], sy[inside]
    passed = ((n_all * wavelength / pitch + sx[:, None])**2
              + sy[:, None]**2) <= NA**2
    patterns, counts = np.unique(passed, axis=0, return_counts=True)
    return nils(lambda x: sum(q * image(n_all, c_all * pattern, pitch)(x)
                              for pattern, q in zip(patterns, counts)))


sigma_limit = min(1 - 3 * wavelength / pitch / NA, 5 * wavelength / pitch / NA - 1)
assert abs(source_nils(0.98 * sigma_limit, 201) - 16) < 1e-4
assert abs(source_nils(1.20 * sigma_limit, 201) - 16) > 1e-3
source_value = source_nils(0.3, 401)
assert abs(source_value - source_nils(0.3, 201)) < 0.05
print(f"source radius leaving image unchanged: sigma = {sigma_limit:.3f}")
print(f"source sigma 0.3: NILS = {source_value:.2f}")

for defocus in (50.0, 100.0, 200.0):
    phase = 2 * np.pi * defocus * (cosine - 1) / wavelength
    value = nils(image(n, c * np.exp(1j * phase), pitch))
    odd = (n > 0) & (n % 2 == 1)
    assert abs(value - 8 * np.sum(np.cos(phase[odd]))) < 1e-4
    if defocus == 100.0:
        print(f"defocus {defocus:.0f} nm: NILS = {value:.2f}")

# Order weights: 4x radiometric factor and entry into resist, index 1.7
resist_index, reduction = 1.7, 4.0
radiometric = np.sqrt(np.sqrt(1 - (sine / reduction)**2) / cosine)
sine_r = sine / resist_index
cosine_r = np.sqrt(1 - sine_r**2)
normal = 2 / (1 + resist_index)
te = radiometric * 2 * cosine / (cosine + resist_index * cosine_r) / normal
tm = radiometric * 2 * cosine / (resist_index * cosine + cosine_r) / normal
te_image = image(n, c * te, pitch)
tm_x, tm_z = image(n, c * tm * cosine_r, pitch), image(n, c * tm * sine_r, pitch)
air_value = nils(image(n, c * radiometric, pitch))
te_value = nils(te_image)
tm_value = nils(lambda x: tm_x(x) + tm_z(x))
mixed_value = nils(lambda x: te_image(x) + tm_x(x) + tm_z(x))
odd = (n > 0) & (n % 2 == 1)
assert abs(te_value - 8 * np.sum(te[odd])) < 1e-4
assert tm_value < te_value
print(f"radiometric weights in air, field along lines: NILS = {air_value:.2f}")
print(f"in resist (index {resist_index}), field along lines: NILS = {te_value:.2f}")
print(f"in resist, field across lines: NILS = {tm_value:.2f}")
print(f"in resist, unpolarized: NILS = {mixed_value:.2f}")

# Gaussian resist blur: direct convolution against damped harmonics
blur = 15.0
u = np.linspace(-8 * blur, 8 * blur, 801)
gauss = np.exp(-u**2 / (2 * blur**2))
gauss /= gauss.sum()
blur_value = nils(lambda x: sum(g * ideal(x - s) for g, s in zip(gauss, u)))
harmonics = np.convolve(c, np.conj(c[::-1]))
m = np.arange(harmonics.size) - harmonics.size // 2
damped = harmonics * np.exp(-2 * (np.pi * m * blur / pitch)**2)
harmonic_value = nils(lambda x: np.sum(damped * np.exp(2j * np.pi * m * x / pitch)).real)
assert abs(blur_value - harmonic_value) < 1e-4
print(f"resist blur {blur:.0f} nm (standard deviation): NILS = {blur_value:.2f}")

flare = 0.02 * 0.5  # 2% scattered light times clear fraction of mask
print(f"flare intensity {flare:.3f}: NILS = {nils(lambda x: ideal(x) + flare):.2f}")

# Leakage through the absorber, at several phases
leak, leak_values = 0.001, []
for angle in (0.0, np.pi / 2, np.pi):
    t = np.sqrt(leak) * np.exp(1j * angle)
    _, leaky = mask_orders([(-edge, edge, 1.0), (edge, 3 * edge, t)], pitch, 11)
    value = nils(image(n, leaky[keep], pitch))
    assert abs(value - 16 * ((1 - t) / (1 + t)).real) < 1e-4
    leak_values.append(value)
print(f"absorber leak {100 * leak:.1f}%: NILS = {min(leak_values):.2f}"
      f" to {max(leak_values):.2f}")

# Mask thickness estimate: quadrature-phase strip inside each clear edge
strip_mask = 20.0
strip = strip_mask / reduction
_, thick = mask_orders([(-edge, -edge + strip, 1j), (-edge + strip, edge - strip, 1.0),
                        (edge - strip, edge, 1j)], pitch, 11)
print(f"mask edge strip {strip_mask:.0f} nm on mask: "
      f"NILS = {nils(image(n, thick[keep], pitch)):.2f}")

print("success")
```

It prints:

```
wavelength = 193 nm, pitch = 800 nm
line width = 400 nm, edge at x = 200 nm
order 0: amplitude = 0.5000, sine of angle = 0.0000
order 1: amplitude = 0.3183, sine of angle = 0.2412
order 2: amplitude = 0.0000, sine of angle = 0.4825
order 3: amplitude = -0.1061, sine of angle = 0.7238
NILS for 1 to 5 pairs: 8.000, 16.000, 24.000, 32.000, 40.000
NA 0.60: pairs = 1, NILS = 8.000
  edge intensity = 0.2500, field slope = -0.00500 /nm
  log-slope = 0.02000 /nm
  intensity: space centre 1.292, line centre 0.0187
  log dose ratio for +-10% width: 0.808, estimate 0.800
  dose ratio for +-10% width = 2.24
NA 0.85: pairs = 2, NILS = 16.000
  edge intensity = 0.2500, field slope = -0.01000 /nm
  log-slope = 0.04000 /nm
  intensity: space centre 0.855, line centre 0.0057
  log dose ratio for +-10% width: 1.656, estimate 1.600
  dose ratio for +-10% width = 5.24
pitch 300 nm: pairs = 1, log-slope = 0.05333 /nm
pitch 600 nm: pairs = 1, log-slope = 0.02667 /nm
pitch 800 nm: pairs = 2, log-slope = 0.04000 /nm
pitch 1200 nm: pairs = 3, log-slope = 0.04000 /nm
order 1 enters above pitch 227.1 nm
order 3 enters above pitch 681.2 nm
order 5 enters above pitch 1135.3 nm
isolated edge: log-slope = 0.03523 /nm
40% space, orders to 1, 2, 3: NILS = 4.93, 9.18, 9.51
source radius leaving image unchanged: sigma = 0.149
source sigma 0.3: NILS = 13.95
defocus 100 nm: NILS = 12.22
radiometric weights in air, field along lines: NILS = 17.66
in resist (index 1.7), field along lines: NILS = 16.00
in resist, field across lines: NILS = 13.78
in resist, unpolarized: NILS = 14.82
resist blur 15 nm (standard deviation): NILS = 14.26
flare intensity 0.010: NILS = 15.38
absorber leak 0.1%: NILS = 15.02 to 17.04
mask edge strip 20 nm on mask: NILS = 17.12
success
```
